# Why double-triple extrapolation needs exponents below three in helium and neon

## The form fixed by symmetry and dimensions

The pair $1s^2$ in helium has zero total angular momentum. If one electron is excited to orbital angular momentum $l$, the other must have the same $l$. The pair correlation energy is therefore a sum of partial waves $e_l$, and a basis that stops at $l=L$ omits all waves with $l>L$.

The size of the omission follows from lengths. At distance $R$ from the nucleus, functions up to $L$ resolve angles of order $1/L$, hence electron separations of order $R/L$. What they fail to describe is the cusp, a term in the pair function proportional to the separation $r_{12}$. Its gradient has constant magnitude, so in atomic units the missing energy per unit volume of relative space is of order $\varphi(R)^4$, where $\varphi$ is the occupied orbital. The unresolved volume is of order $(R/L)^3$, and therefore

$$
\text{missing energy}\sim\int d^3R\,\varphi(R)^4\left(\frac RL\right)^3\propto L^{-3}.
$$

This is the source of the exponent three. It assumes large $L$ and a complete radial basis for every wave retained. Double- and triple-zeta sets satisfy neither condition. The first two contributions below estimate the consequences for helium.

Throughout, $E_X$ is the correlation energy in the basis cc-pVXZ, with $X=2,3,4,5$ for D, T, Q, 5. The error is $\Delta_X=E_X-E_\infty$, positive here because the finite basis gives too little correlation. The local exponent of a neighbouring pair is

$$
b_{X,X+1}=\frac{\ln(\Delta_X/\Delta_{X+1})}{\ln[(X+1)/X]} .
$$

A pure law $\Delta_X=AX^{-b}$ gives $b$ for every pair.

## The asymptotic coefficient

The scaling argument can be made quantitative for second-order perturbation theory (MP2). Let $\Phi=\varphi(r_1)\varphi(r_2)$. Near coalescence the first-order function $\Psi_1$ obeys

$$
-\tfrac12(\nabla_1^2+\nabla_2^2)\Psi_1\simeq-\frac{\Phi}{r_{12}},
$$

because the other terms are less singular. Since $\nabla_1^2r_{12}=\nabla_2^2r_{12}=2/r_{12}$, the solution is $\Psi_1\simeq\frac12r_{12}\Phi$. The second-order energy is $\langle\Phi|1/r_{12}|\Psi_1\rangle$, so we need the Legendre components of both $1/r_{12}$ and $r_{12}$.

Let $r_<$ and $r_>$ be the smaller and larger radius, and let $f_l=r_<^l/r_>^{l+1}$ be the coefficient of $P_l(\cos\theta)$ in $1/r_{12}$. Write $r_{12}=(r_<^2+r_>^2-2r_<r_>\cos\theta)/r_{12}$ and use $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$. The coefficient of $P_l$ in $r_{12}$ is

$$
g_l=(r_<^2+r_>^2)f_l-2r_<r_>\left[\frac{l\,f_{l-1}}{2l-1}+\frac{(l+1)f_{l+1}}{2l+3}\right].
$$

With $r_<r_>f_{l-1}=r_>^2f_l$ and $r_<r_>f_{l+1}=r_<^2f_l$, this becomes

$$
g_l=f_l\left[\frac{r_<^2}{2l+3}-\frac{r_>^2}{2l-1}\right].
$$

It is negative for $l\ge1$, which gives the energy its sign. The angular average of $P_l^2$ is $1/(2l+1)$. With the normalized radial function $P(r)=\sqrt{4\pi}\,r\varphi(r)$,

$$
e_l\simeq\frac{1}{2(2l+1)}\int\!\!\int dr_1dr_2\,P(r_1)^2P(r_2)^2f_lg_l .
$$

Put $\lambda=l+\frac12$ and $r_<=r_>e^{-x}$. For large $\lambda$ the important $x$ are of order $1/\lambda$. To leading order,

$$
f_lg_l\simeq-\frac{e^{-2\lambda x}}{\lambda}\left(x+\frac1\lambda\right).
$$

The two orderings of the radii give a factor 2, and $dr_<$ becomes $r\,dx$. Both radial functions may be evaluated at the same $r$, so the double integral is

$$
-\frac2\lambda\int rP^4dr\int_0^\infty e^{-2\lambda x}\left(x+\frac1\lambda\right)dx
=-\frac{3}{2\lambda^3}\int rP^4dr,
$$

since the $x$ integral is $1/(4\lambda^2)+1/(2\lambda^2)$. Multiplication by $1/(4\lambda)$ gives

$$
e_l\simeq-\frac{C}{(l+1/2)^4},\qquad C=\frac38\int_0^\infty rP(r)^4dr .
$$

Replacing the sum over omitted waves by an integral from $L+1$, as in the midpoint rule, gives

$$
\sum_{l>L}|e_l|\simeq\int_{L+1}^{\infty}\frac{C\,d\lambda}{\lambda^4}=\frac{C}{3(L+1)^3}.
$$

For helium the Hartree-Fock orbital gives $C=0.1658$ hartree. The directly calculated wave at $l=8$ gives $-(l+\frac12)^4e_l\approx0.160$ hartree, 3 to 4% lower. That difference includes higher terms in $1/\lambda$ and any remaining radial incompleteness.

## Contribution one: the waves are not yet asymptotic

Helium cc-pVXZ contains functions up to $L=X-1$. Its leading truncation error is thus $C/(3X^3)$, with no shift of the index. An exponent below three must come from elsewhere.

The individual waves were calculated in a radial Laguerre basis of 30 functions for each $l$. If $R_{ab}$ is the radial Coulomb integral of order $l$ between the densities $P\,P_a$ and $P\,P_b$, each magnetic component contributes the square of $R_{ab}/(2l+1)$. Summing over $2l+1$ components gives

$$
e_l=\frac1{2l+1}\sum_{ab}\frac{R_{ab}^2}{2\varepsilon_{1s}-\varepsilon_a-\varepsilon_b},
$$

with virtual orbitals $a,b$ and orbital energies $\varepsilon$. Waves through $l=8$ were summed. The remaining 0.074 mEh came from the $\lambda^{-4}$ law and a $\lambda^{-6}$ correction fixed by the last wave. The resulting MP2 limit is $-37.375$ mEh. Its last digit is not converged: the finite radial basis leaves it about 0.0025 mEh too high, which changes the MP2 exponents below by no more than about 0.006.

Let $T_X$ be the magnitude of all radially complete waves with $l\ge X$. The leading formula and the calculation compare as follows:

- At $X=2$, $C/24=6.91$ mEh, while $T_2=4.90$ mEh.
- At $X=3$, $C/81=2.05$ mEh, while $T_3=1.71$ mEh.

The leading law overestimates both remainders, and more strongly at $X=2$. The exponent is reduced accordingly:

$$
b^T_{23}=3+\frac{\ln(0.709/0.833)}{\ln(3/2)}=2.60,
$$

where the two fractions are $T_X$ divided by its leading estimate. The next pairs give about 2.75 and 2.84, uncertain in the last digit. Even a radially complete helium basis therefore has an MP2 DT exponent well below three.

## Contribution two: the retained waves are incomplete

The actual helium MP2 errors are 11.547 and 4.238 mEh for D and T. Subtracting $T_X$ leaves $R_X=6.649$ and 2.533 mEh. This remainder contains the radial deficit of waves with $l<X$ together with the effect of the finite basis on the occupied orbital; the two are not separated here. It is more than half of the error in all four basis sets.

Its DT exponent is 2.38. To combine the contributions, divide $\Delta_2=T_2+R_2$ by $\Delta_3$:

$$
\frac{\Delta_2}{\Delta_3}=\frac{T_3}{\Delta_3}\frac{T_2}{T_3}+\frac{R_3}{\Delta_3}\frac{R_2}{R_3}
=0.402(2.873)+0.598(2.625)=2.725.
$$

Hence $b_{23}=\ln2.725/\ln1.5=2.47$. A pure cubic law would give the ratio $(3/2)^3=3.375$. The shortfall of 0.65 splits into $0.402(3.375-2.873)=0.20$ from the pre-asymptotic waves and $0.598(3.375-2.625)=0.45$ from $R_X$. From D to T both parts decay more slowly than cubically, and $R_X$ supplies about two thirds of the departure. A saturated partial-wave law says nothing about how $R_X$ must decay. That depends on how the basis family adds radial functions.

## Contribution three: the origin of the index

For neon, cc-pVXZ contains functions up to $L=X$, one unit higher than for helium. For a pair of $s$ electrons, such as $2s^2$, the leading remainder is then proportional to $(X+1)^{-3}$. If that is represented as a power of $X$, its DT exponent is

$$
b_{23}=3\,\frac{\ln(4/3)}{\ln(3/2)}=2.13 .
$$

More generally, for $(X+a)^{-3}$ the logarithms at large $X$ give

$$
b_{X,X+1}\simeq3\,\frac{X+1/2}{X+1/2+a},
$$

which approaches three slowly from below when $a>0$. The physical decay can thus be cubic while the exponent assigned to $X$ is not.

The shift $a=1$ does not hold for neon as a whole. A $2s2p$ pair is excited into orbitals with angular momenta $(l,l+1)$, and a $2p^2$ pair into $(l,l)$ and $(l,l+2)$. The basis cuts at the larger of the two, so the shift is smaller. Radially complete partial waves give $a\approx\frac12$ for both kinds of pair. The $2s^2$ pair carries less than a tenth of the cusp coefficient, so the overall asymptotic shift is near 0.55, which alone would give a DT exponent of about 2.45. The closeness of the calculated MP2 value, 2.19, to 2.13 is therefore not explained by the shift alone. The radially complete remainder has exponents 2.11 for DT and 2.70 for TQ, where $(X+1)^{-3}$ gives 2.13 and 2.33. It is about 45% of the error; the rest, the analogue of $R_X$, has a DT exponent of 2.22.

## Contribution four: coupled cluster differs from MP2

Coupled cluster with single and double excitations (CCSD) is exact within a given basis for helium's two electrons. Its complete-basis limit was obtained from a variational expansion in $e^{-1.9s}s^it^ju^k$, with $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$, even $j$ and $i+j+k\le5$. The total energy is $-2.90372$ hartree. Subtracting the Hartree-Fock limit, $-2.86168$ hartree, gives a correlation energy of $-42.04$ mEh.

The last increase of expansion order lowered the energy by 0.01 mEh. Because the method is variational, any further correction makes the limit lower and adds the same amount to both $\Delta_2$ and $\Delta_3$. Their ratio then falls, so this correction cannot raise the DT exponent. The converged energy, $-2.903724$ hartree, lies about 0.005 mEh below the order-5 value. Adding this to every error leaves the DT exponent at 2.90 but lowers the TQ exponent from 3.31 to 3.30 and the Q5 exponent from 3.60 to 3.57; the table below uses the corrected values.

Write the CCSD error as the MP2 error plus the error of the difference $E_{\rm CC}-E_{\rm MP2}$. For helium the latter is negative: $-1.94$ mEh for D and $-1.27$ mEh for T, using the corrected limit. Let $q_X$ be its magnitude divided by the MP2 error. Then $\Delta_X^{\rm CC}=(1-q_X)\Delta_X^{\rm MP2}$, and

$$
b_{23}^{\rm CC}=b_{23}^{\rm MP2}+\frac{\ln[(1-q_2)/(1-q_3)]}{\ln(3/2)} .
$$

With $q_2=0.168$ and $q_3=0.30$, the added term is 0.43 and the exponent rises from 2.47 to 2.90. The cancelling part decays slowly, with a DT exponent of 1.04. It therefore removes a larger fraction of the triple-zeta error than of the double-zeta error.

The same decomposition for neon gives $q_2=0.045$ and $q_3=0.083$. It raises the exponent by 0.10, from 2.19 to 2.29. Using the partial-wave MP2 limit given below, with the CCSD limit unchanged, these become 0.051, 0.097 and 0.12. These neon figures rest on estimated limits, and the order of the two exponents is shown only when both limits are extrapolated with the same assumed exponent. In both atoms the order of the two exponents is equivalent to the computed result $q_3>q_2$, which is not derived here, and the size of the separation depends on the system.

## The series and their uncertainty

The local exponents are:

| Series | DT | TQ | Q5 |
|---|---:|---:|---:|
| He MP2 | 2.47 | 2.79 | 3.01 |
| He CCSD | 2.90 | 3.30 | 3.57 |
| Ne MP2 | 2.19 | 2.63 | 3 (imposed) |
| Ne CCSD | 2.29 | 2.86 | 3 (imposed) |

Neon was treated with a frozen $1s$ core and without triple excitations. Its limits are estimates: the Q and 5 energies were extrapolated with exponent three, so the last two entries carry no information. Changing that assumed exponent from 2.5 to 4 moves the DT result from 2.10 to 2.32 for MP2 and from 2.20 to 2.41 for CCSD. Both remain below three throughout this range. Radially complete partial waves put the frozen-core MP2 limit near $-320.2$ mEh, 0.8 mEh below the estimate of $-319.4$ mEh used here; against it the MP2 exponents are about 2.17, 2.58 and 2.87. The neon TQ exponents are much less certain: the same change moves them from 2.40 to 3.00 for MP2 and from 2.61 to 3.25 for CCSD.

Helium CCSD passes above three before $X=5$. A sum of three or more power-law terms with differing signs can produce such a crossing of the leading exponent. The data stop at $X=5$ and do not show whether the helium exponent later returns towards three.

## What the exponent does to the energy

For a pure power, $\Delta_2=(3/2)^b\Delta_3$. Subtracting $\Delta_3$ gives $E_2-E_3=[(3/2)^b-1]\Delta_3$, so

$$
E_\infty^{\rm est}=E_3-\frac{E_2-E_3}{(3/2)^b-1}.
$$

The denominator grows with $b$. Too large an exponent therefore adds too little correlation energy, and too small an exponent adds too much.

For neon MP2, $E_2-E_3=-185.523+264.323=78.800$ mEh. With $b=3$ the added correlation is $78.800/2.375=33.2$ mEh, whereas the reference requires 55.1 mEh. The estimate is 21.9 mEh too high, or 57 kJ/mol relative to that reference. A fixed exponent of 2.2 adds $78.800/1.440=54.7$ mEh and leaves 0.3 mEh. That last figure is not a resolved accuracy, because the reference itself moves by about 4 mEh to either side, 8 mEh in all, over the range of assumptions above. Over that range $b=3$ leaves 17 to 26 mEh, while 2.2 stays within about 4 mEh of the reference. Against the partial-wave limit of $-320.2$ mEh the two residuals are 22.7 and 1.2 mEh.

For neon CCSD, exponent three leaves 17.9 mEh and a fixed exponent of 2.4 leaves 3.5 mEh. Over the same range of assumptions these become 14 to 21 mEh and $-0.3$ to 6.6 mEh, so the smaller error is again not resolved. Helium gives a different verdict:

- For MP2, exponent three leaves $+1.16$ mEh and 2.2 leaves $-0.84$ mEh. The local value 2.47 lies between them.
- For CCSD, measured from the corrected limit, exponent three leaves $+0.17$ mEh and 2.4 leaves $-1.07$ mEh. Here three is the better choice.

Fixed values such as 2.2 and 2.4 are thus compromises. They suit neon, while helium CCSD shows that a DT exponent below three may still be much closer to three than to 2.4.

## Fitting without a known limit

Three energies can be used to eliminate $E_\infty$. The fitted exponent then satisfies

$$
\frac{E_2-E_3}{E_3-E_4}=\frac{2^{-b}-3^{-b}}{3^{-b}-4^{-b}} .
$$

The right side increases with $b$. To see this, write its numerator and denominator as $b\int t^{-b-1}dt$ over $[2,3]$ and $[3,4]$. The derivative of the logarithm of their ratio is the mean of $\ln t$ over the second interval minus that over the first, with weight $t^{-b-1}$, and this is positive.

In terms of $\rho_1=\Delta_2/\Delta_3$ and $\rho_2=\Delta_3/\Delta_4$, the left side is $(\rho_1-1)\rho_2/(\rho_2-1)$. It decreases as $\rho_2$ grows. If the TQ exponent exceeds the DT exponent, $\rho_2$ is larger than a single power through D and T would give. The three-point exponent must then fall below the DT pair exponent.

Helium MP2 shows the effect: the fit to D, T and Q gives 2.25, compared with 2.47 for the DT pair. Applied to the last two energies, it adds $2.340/[(4/3)^{2.247}-1]=2.58$ mEh beyond Q, although only 1.90 mEh is missing. The fit reproduces all three energies but overshoots the limit by 0.68 mEh. Agreement with three points does not establish that the series follows one power. For a DT formula, the relevant quantity is the pair exponent measured against an independent limit.
